# Why more vacuum does not converge a charged slab calculation: test program

```python
"""
Result under test: a slab with bound charge q per lateral area A, in a periodic
cell of height L with a uniform neutralizing background, has the energy
    E(L) = q^2 L/(24 eps0 A) + constant + O(1/L),
whatever the permittivity of the slab.
Symbols: sigma = q/A, w = slab thickness, eps = relative permittivity,
a = side of the square lateral cell, k = lateral wavevector,
s = Gaussian width of the defect charge, binding = energy that holds an excess
electron relative to the vacuum just outside the slab.
Dimensionless tests use eps0 = 1 and sigma = 1; the quantum slab uses atomic
units; the worked example uses nm and eV.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, nnls
from scipy.special import erfc

pi = np.pi

# ---- 1. Arbitrary planar charge: Fourier energy against the moment formula
charges = np.array([1.5, -0.5])
centres = np.array([-1.0, 0.8])
widths = np.array([0.4, 0.3])


def fourier_energy(L):
    G = 2 * pi * np.arange(1, 2001) / L
    amp = sum(c * np.exp(-1j * G * z0 - (G * b)**2 / 2)
              for c, z0, b in zip(charges, centres, widths))
    return np.sum(np.abs(amp)**2 / G**2) / L


z = np.arange(-5, 5.001, 0.01)
dz = z[1] - z[0]
lam = sum(c * np.exp(-(z - z0)**2 / (2 * b*b)) / (b * np.sqrt(2*pi))
          for c, z0, b in zip(charges, centres, widths))
net = lam.sum() * dz
dipole = (lam * z).sum() * dz
second = (lam * z*z).sum() * dz
const_part = -0.25 * lam @ np.abs(z[:, None] - z[None, :]) @ lam * dz**2
worst = 0.0
for L in (12.0, 25.0, 60.0):
    formula = net**2 * L/24 + const_part + (net*second - dipole**2)/(2*L)
    worst = max(worst, abs(fourier_energy(L) - formula))
assert worst < 1e-4  # quadrature error at the kink of |z-z'|
print("Moment formula, largest deviation (dimensionless): %.1e" % worst)


# ---- 2. Finite-difference Poisson solution with a dielectric slab
def fd_potential(L, w, eps, k, N):
    """Potential of a unit sheet at z=0; background included when k=0."""
    h = L / N
    mid = (np.arange(N) + 0.5) * h
    e = np.where(np.minimum(mid, L - mid) < w/2, eps, 1.0)
    left = np.roll(e, 1)
    K = np.diag((e + left)/h + k*k*h*(e + left)/2)
    i = np.arange(N)
    K[i, (i + 1) % N] -= e/h
    K[(i + 1) % N, i] -= e/h
    source = np.zeros(N)
    source[0] = 1.0
    if k == 0:
        source -= 1.0/N
        K += 1.0  # fixes the free constant: zero mean potential
    return np.linalg.solve(K, source)


def zero_mode(L, w, eps):
    """Twice the planar energy per area for unit sheet charge."""
    return L/12 - (1 - 1/eps)*(w/4 - w*w/(4*L) + w**3/(12*L*L))


def response(k, L, w, eps):
    """Potential at the central plane for a unit sheet wave, k > 0."""
    tv = np.tanh(k*(L - w)/2)
    ts = np.tanh(k*w/2)
    return (eps + tv*ts) / (2*k*eps*(tv + eps*ts))


fd_energy = {}
for L in (8.0, 16.0):
    phi = fd_potential(L, 2.0, 4.0, 0, 800)
    fd_energy[L] = phi[0]/2
    assert abs(phi[0] - zero_mode(L, 2.0, 4.0)) < 1e-4
    drop = phi[100 if L == 8.0 else 50] - phi[400]
    assert abs(drop - (L - 2.0)**2/(8*L)) < 1e-4
for k in (0.5, 3.0):
    phi = fd_potential(4.0, 2.0, 4.0, k, 800)
    assert abs(phi[0]/response(k, 4.0, 2.0, 4.0) - 1) < 1e-3
far = [fd_potential(L, 2.0, 4.0, 0, 800)[0]/2 for L in (80.0, 160.0)]
slope_ratio = (far[1] - far[0])/80.0*24
assert abs(slope_ratio - 1) < 2e-3  # remaining 1/L term
print("Dielectric slab slope / vacuum law, L=80 to 160: %.5f" % slope_ratio)

phi = fd_potential(10.0, 0.0, 1.0, 0, 800)
align = 24*np.array([phi[0]/2, phi[0]/2 - phi[0], phi[0]/2 - phi[400]])/10
assert np.allclose(align, [1, -1, 2], atol=1e-3)
print("24 x slope: raw, slab-aligned, mid-vacuum-aligned: "
      "%.3f %.3f %.3f" % tuple(align))


# ---- 3. Point charges: Ewald sum, unit lateral side
def ewald(L):
    """Energy in units q^2/(4 pi eps0 a) for a cell 1 x 1 x L."""
    eta = 2.0
    n = np.arange(-5, 6)
    m = np.arange(-12, 13)
    X, Y, Z = np.meshgrid(n, n, m*L, indexing="ij")
    R = np.sqrt(X**2 + Y**2 + Z**2).ravel()
    R = R[R > 1e-9]
    m = np.arange(-40, 41)
    X, Y, Z = np.meshgrid(n, n, m/L, indexing="ij")
    G2 = (4*pi*pi*(X**2 + Y**2 + Z**2)).ravel()
    G2 = G2[G2 > 1e-9]
    pot = (np.sum(erfc(eta*R)/R)
           + 4*pi/L*np.sum(np.exp(-G2/(4*eta**2))/G2)
           - 2*eta/np.sqrt(pi) - pi/(eta**2*L))
    return pot/2


beta_half = (mp.zeta(0.5, 0.25) - mp.zeta(0.5, 0.75))/2
S = float(4*mp.zeta(0.5)*beta_half)
for L in (3.0, 4.0, 6.0):
    assert abs(ewald(L) - (pi*L/3 + S)/2) < 1e-6
crossing = brentq(ewald, 2.0, 6.0)
assert abs(crossing + 3*S/pi) < 1e-6
print("Square-lattice constant S: %.6f" % S)
print("Point-charge energy, L/a=1, 3, 6 (q^2/4 pi eps0 a): "
      "%.5f %.5f %.5f" % (ewald(1.0), ewald(3.0), ewald(6.0)))
print("Accidental zero of the energy at L/a: %.4f" % crossing)


# ---- 4. Self-consistent quantum slab, one subband, atomic units
def quantum_slab(L, positive=0.020, electrons=0.015):
    h = 0.5
    N = int(round(L/h))
    x = (np.arange(N) - N//2)*h
    G = 2*pi*np.fft.fftfreq(N, h)
    T = np.fft.ifft(0.5*G[:, None]**2*np.fft.fft(np.eye(N), axis=0),
                    axis=0).real
    T = (T + T.T)/2
    plus = np.exp(-x*x/8)
    plus *= positive/(plus.sum()*h)
    dens = plus*electrons/positive
    inv = np.zeros(N)
    inv[1:] = 4*pi/G[1:]**2
    for _ in range(700):
        pot = np.fft.ifft(inv*np.fft.fft(plus - dens)).real
        _, vec = eigh(T - np.diag(pot), subset_by_index=[0, 0])
        psi = vec[:, 0]
        new = electrons*psi**2/h
        change = np.max(np.abs(new - dens))
        if change < 1e-10:
            break
        dens = dens + 0.15*(new - dens)
    assert change < 1e-10
    rho = plus - new
    pot = np.fft.ifft(inv*np.fft.fft(rho)).real
    energy = electrons*(psi @ T @ psi) + 0.5*np.sum(rho*pot)*h
    return energy, np.sum(rho*x*x)*h, positive - electrons


E60, _, sig = quantum_slab(60.0)
E120, M120, _ = quantum_slab(120.0)
linear = pi/6*sig**2*60
predicted = linear + 2*pi*sig*M120*(1/120 - 1/60)
assert abs((E120 - E60)/predicted - 1) < 5e-3  # second-order relaxation
print("Quantum slab, E(120)-E(60) (hartree/bohr^2): %.5e" % (E120 - E60))
print("  linear law alone (hartree/bohr^2): %.5e" % linear)
print("  linear plus 1/L law (hartree/bohr^2): %.5e" % predicted)


# ---- 5. Excess electrons free to leave: constrained energy minimum
def spilled_minimum(L, N=200, binding=1.0):
    h = L/N
    K = 2*np.eye(N) - np.roll(np.eye(N), 1, 0) - np.roll(np.eye(N), -1, 0)
    green = np.linalg.pinv(K/h, hermitian=True)
    D = np.eye(N)[:, 1:].copy()
    D[0, :] = -1.0
    H = D.T @ green @ D
    c = D.T @ green[:, 0] + binding
    R = np.linalg.cholesky((H + H.T)/2).T
    s, _ = nnls(R, -np.linalg.solve(R.T, c), maxiter=5000)
    return green[0, 0]/2 + c @ s + 0.5*s @ H @ s, s.sum()


print("Excess electrons, energy in units |sigma| binding/e:")
for L in (6.0, 32.0, 200.0):
    found, lost = spilled_minimum(L)
    law = L/24 if L < 8 else 1 - 2/3*np.sqrt(8/L)
    assert abs(found/law - 1) < 0.01  # grid error of the depletion edge
    assert (lost < 1e-8) == (L < 8)
    print("  L/Lc %.2f: minimum %.4f, bound law %.4f, lost fraction %.3f"
          % (L/8, found, L/24, lost))

# ---- 6. Worked example: charged defect in an oxide slab, nm and eV
e_over_eps0 = const.e/const.epsilon_0*1e9  # V nm
a, w, q, eps, s = 2.0, 2.0, 2, 4.0, 0.15
eps_static, gap, binding = 9.0, 3.0, 4.0
scale = q*q*e_over_eps0


def lateral_sum(a, L, eps):
    n = int(np.ceil(40.0*a/(2*pi)))
    gx = 2*pi/a*np.arange(1, n + 1)
    gy = 2*pi/a*np.arange(0, n + 1)
    G = np.sqrt(gx[:, None]**2 + gy[None, :]**2)
    return 4*np.sum(np.exp(-(G*s)**2)*response(G, L, w, eps))


def cell_energy(a, L, eps):
    return scale/(2*a*a)*(lateral_sum(a, L, eps) + zero_mode(L, w, eps))


def vacuum_limit(a, eps):
    """Energy left at infinite L once the linear term is removed."""
    return scale/(2*a*a)*(lateral_sum(a, np.inf, eps) - (1 - 1/eps)*w/4)


def isolated(eps):
    f = lambda k: k/(2*pi)*np.exp(-(k*s)**2)*response(k, np.inf, w, eps)
    val = sum(quad(f, lo, hi, epsabs=1e-13, epsrel=1e-12, limit=200)[0]
              for lo, hi in ((1e-12, 1.0), (1.0, 8.0), (8.0, 40.0)))
    return scale/2*val


E_iso = isolated(eps)
rest = []
for side in (60.0, 120.0):
    series = (S*scale/(8*pi*side) + scale*w*(eps - 1)/(8*side**2))
    rest.append(vacuum_limit(side, eps) - E_iso - series)
order_ratio = rest[0]/rest[1]
assert abs(order_ratio - 8) < 0.5  # remainder falls as 1/a^3
print("Lateral remainder ratio, a=60 to 120 nm: %.3f" % order_ratio)

slope = scale/(24*a*a)
print("Inputs: a %.1f nm, w %.1f nm, q %+d e, eps %.1f, s %.2f nm"
      % (a, w, q, eps, s))
print("e/eps0 (V nm): %.4f" % e_over_eps0)
print("Slope of the energy with vacuum (eV/nm): %.4f" % slope)
print("Slope for doubled lateral side (eV/nm): %.4f" % (slope/4))
print("Isolated defect electrostatic energy (eV): %.4f" % E_iso)
inverse = scale/(2*a*a)*(1 - 1/eps)*w*w/4
print("Coefficient of the 1/L term (eV nm): %.4f" % inverse)
print("Error against isolated defect (eV): raw; less L; less L and 1/L")
for vac in (1.0, 2.0, 4.0, 8.0, 16.0, 32.0):
    L = w + vac
    raw = cell_energy(a, L, eps) - E_iso
    print("  vacuum %4.1f nm: %8.4f %8.4f %8.4f"
          % (vac, raw, raw - slope*L, raw - slope*L - inverse/L))
print("Lateral error left at infinite vacuum (eV):")
for side in (2.0, 4.0, 8.0, 16.0, 32.0):
    print("  a %4.1f nm: %8.4f" % (side, vacuum_limit(side, eps) - E_iso))

# ---- 7. Size of the neglected effects for the same numbers
L = w + 8.0
sheet = q*e_over_eps0/a**2
outside = sheet*(0.5 - w/(2*L))
centre = sheet*0.5/eps
inside_drop = sheet/eps*(w/4 - w*w/(8*L))
print("Neglected effects, vacuum 8 nm:")
print("  planar field just outside slab (MV/cm): %.2f" % (outside*10))
print("  largest planar field inside slab (MV/cm): %.2f" % (centre*10))
print("  drop from centre to surface (V): %.3f; rough gap (eV): %.1f"
      % (inside_drop, gap))
rise = [cell_energy(a, 34.0, x) - cell_energy(a, 18.0, x)
        for x in (eps, eps_static)]
print("  energy rise, vacuum 16 to 32 nm, eps %.0f and %.0f (eV): %.4f %.4f"
      % (eps, eps_static, rise[0], rise[1]))
print("  lateral error at infinite vacuum, eps %.0f (eV): %.4f"
      % (eps_static, vacuum_limit(a, eps_static) - isolated(eps_static)))
one_sheet = e_over_eps0/a**2
escape = brentq(lambda v: one_sheet*v*v/(8*(v + w)) - binding, 0.1, 100.0)
print("  q -1 e, binding %.1f eV: electron loss from vacuum (nm): %.3f"
      % (binding, escape))
print("checks complete")
```

It prints:

```
Moment formula, largest deviation (dimensionless): 7.6e-06
Dielectric slab slope / vacuum law, L=80 to 160: 0.99930
24 x slope: raw, slab-aligned, mid-vacuum-aligned: 1.000 -1.000 2.000
Square-lattice constant S: -3.900265
Point-charge energy, L/a=1, 3, 6 (q^2/4 pi eps0 a): -1.41865 -0.37934 1.19146
Accidental zero of the energy at L/a: 3.7245
Quantum slab, E(120)-E(60) (hartree/bohr^2): 7.85636e-04
  linear law alone (hartree/bohr^2): 7.85398e-04
  linear plus 1/L law (hartree/bohr^2): 7.85326e-04
Excess electrons, energy in units |sigma| binding/e:
  L/Lc 0.75: minimum 0.2500, bound law 0.2500, lost fraction 0.000
  L/Lc 4.00: minimum 0.6666, bound law 1.3333, lost fraction 0.500
  L/Lc 25.00: minimum 0.8666, bound law 8.3333, lost fraction 0.800
Lateral remainder ratio, a=60 to 120 nm: 7.882
Inputs: a 2.0 nm, w 2.0 nm, q +2 e, eps 4.0, s 0.15 nm
e/eps0 (V nm): 18.0951
Slope of the energy with vacuum (eV/nm): 0.7540
Slope for doubled lateral side (eV/nm): 0.1885
Isolated defect electrostatic energy (eV): 4.9083
Coefficient of the 1/L term (eV nm): 6.7857
Error against isolated defect (eV): raw; less L; less L and 1/L
  vacuum  1.0 nm:  -1.4089  -3.6708  -5.9327
  vacuum  2.0 nm:  -1.0007  -4.0165  -5.7129
  vacuum  4.0 nm:   0.0989  -4.4249  -5.5559
  vacuum  8.0 nm:   2.7428  -4.7969  -5.4754
  vacuum 16.0 nm:   8.5042  -5.0672  -5.4442
  vacuum 32.0 nm:  20.4002  -5.2345  -5.4341
Lateral error left at infinite vacuum (eV):
  a  2.0 nm:  -5.4302
  a  4.0 nm:  -2.1585
  a  8.0 nm:  -1.0557
  a 16.0 nm:  -0.5694
  a 32.0 nm:  -0.3092
Neglected effects, vacuum 8 nm:
  planar field just outside slab (MV/cm): 36.19
  largest planar field inside slab (MV/cm): 11.31
  drop from centre to surface (V): 1.018; rough gap (eV): 3.0
  energy rise, vacuum 16 to 32 nm, eps 4 and 9 (eV): 11.8961 11.8651
  lateral error at infinite vacuum, eps 9 (eV): -5.1471
  q -1 e, binding 4.0 eV: electron loss from vacuum (nm): 8.700
checks complete
```
